# Two Identical Schottky Contacts Back to Back: The Hyperbolic Tangent Law

## Definitions and conventions

A slab of n-type semiconductor lies between two metals, with planar contacts normal to the $z$ axis. The algebra uses atomic units, $e=\hbar=m_e=1$, so a voltage and the energy it gives an electron have the same numerical value. The thermal energy is $\tau=k_BT$.

- $V$ is the voltage of metal 1 relative to metal 2, that is, the difference of their Fermi levels divided by the electron charge.
- $J$ is the electric current density, positive when it runs from metal 1 through the semiconductor to metal 2. Electrons then move from metal 2 to metal 1.
- $\Phi$ is the barrier height: the conduction-band edge at its highest point near the contact, measured from the metal's Fermi level.
- $\zeta$ is the conduction-band edge in the neutral bulk, measured from the bulk Fermi level.
- $V_d$ is the forward voltage of a single contact, positive when the metal is positive relative to the bulk.

A contact is called **ideal** under these assumptions:

1. $\Phi$ does not depend on bias.
2. Every electron that reaches the barrier top with outward velocity crosses it, and none tunnel.
3. $\Phi\gg\tau$ and $\Phi-V_d\gg\tau$, so that states at the barrier top have Boltzmann occupation.
4. The electrons that approach the barrier from the semiconductor have the Fermi level of the bulk.
5. Holes, and generation of carriers in the depletion layer, carry no current.

The conduction band has ellipsoidal valleys with principal axes along $x,y,z$ and masses $m_x,m_y,m_z$.

## Lemma 1: emission from the metal

*The electron flux from the metal into the semiconductor is*
$$J_s=\frac{m_R\,\tau^2}{2\pi^2}\,e^{-\Phi/\tau},\qquad m_R=\sum_{\text{valleys}}\sqrt{m_xm_y}.$$

**Proof.** At the barrier top, a state of one valley has energy $\Phi+\sum_i k_i^2/2m_i$ above the metal's Fermi level. States moving away from the metal are filled from the metal, with occupation $e^{-E/\tau}$. There are $2\,d^3k/(2\pi)^3$ states per unit volume, the 2 being for spin, and the normal velocity is $k_z/m_z$. One valley therefore gives
$$\frac{2}{(2\pi)^3}e^{-\Phi/\tau}\int dk_x\,e^{-k_x^2/2m_x\tau}\int dk_y\,e^{-k_y^2/2m_y\tau}\int_0^\infty dk_z\,\frac{k_z}{m_z}e^{-k_z^2/2m_z\tau}.$$
The first two integrals are Gaussian, with values $\sqrt{2\pi m_x\tau}$ and $\sqrt{2\pi m_y\tau}$. In the third, put $w=k_z^2/2m_z$, so that $dw=k_z\,dk_z/m_z$; it becomes $\int_0^\infty e^{-w/\tau}dw=\tau$. The product is
$$\frac{2}{8\pi^3}\cdot2\pi\tau\sqrt{m_xm_y}\cdot\tau\,e^{-\Phi/\tau}=\frac{\sqrt{m_xm_y}\,\tau^2}{2\pi^2}e^{-\Phi/\tau}.$$
Summing over valleys proves the lemma. The mass $m_z$ has cancelled: a heavier normal mass gives more states but slower ones. ∎

## Lemma 2: the ideal diode law

*For $V_d<\Phi-\zeta$, the current density of one contact, counted from metal to semiconductor, is $J_s(e^{V_d/\tau}-1)$.*

**Proof.** A forward voltage raises the bulk Fermi level by $V_d$ above that of the metal. The bulk band edge is then $\zeta+V_d$ above the metal's Fermi level, while the barrier top stays at $\Phi$. An electron leaving the bulk must climb
$$U=\Phi-\zeta-V_d .$$
The potential depends on $z$ alone, so the transverse momentum is conserved and the climb must be paid from the normal energy: $k_z^2/2m_z>U$. The flux integral is that of Lemma 1 with two changes. The prefactor is $e^{-\zeta/\tau}$, because energies are now measured from the bulk Fermi level, and the normal integral starts at $w=U$:
$$\int_U^\infty e^{-w/\tau}dw=\tau e^{-U/\tau}.$$
The exponentials combine to
$$e^{-\zeta/\tau}e^{-U/\tau}=e^{-(\Phi-V_d)/\tau},$$
so the flux from semiconductor to metal is $J_se^{V_d/\tau}$. The bulk quantity $\zeta$, and with it the doping, has dropped out. The opposite flux is $J_s$ by Lemma 1. Electrons are negative, so a net electron flow into the metal is an electric current out of the metal into the semiconductor, of size $J_s(e^{V_d/\tau}-1)$. ∎

A large reverse voltage, $V_d\to-\infty$, shuts off the flux from the semiconductor and leaves $-J_s$. The reverse current saturates because the metal's emission meets a barrier that the voltage does not change.

## Theorem

*Let two ideal contacts with the same $\Phi$, area and temperature be joined by a neutral region of negligible resistance, wide enough that the depletion layers do not meet. Then in the steady state, for either sign of $V$,*
$$\boxed{J=J_s\tanh\frac{V}{2\tau}}$$
*The forward voltage of contact 1 is*
$$V_1=\tau\ln\frac{2}{1+e^{-V/\tau}}<\tau\ln2 .$$

**Proof.** Let $V_2$ be the voltage of the bulk relative to metal 2. Then $V_1+V_2=V$. Metal 2 is at $-V_2$ relative to the bulk, so the forward voltage of contact 2 is $-V_2$. By Lemma 2, the current from metal 2 into the semiconductor is $J_s(e^{-V_2/\tau}-1)$. The current $J$ leaves through metal 2, hence carries the opposite sign. Charge conservation requires the same current at both contacts:
$$i\equiv\frac{J}{J_s}=e^{V_1/\tau}-1=1-e^{-V_2/\tau}.$$
With $V_2=V-V_1$, the first expression increases with $V_1$ and the second decreases, so there is at most one solution. To find it, rearrange the two equalities:
$$e^{V_1/\tau}=1+i,\qquad e^{V_2/\tau}=\frac1{1-i}.$$
Multiplying them removes the unknown division of the voltage:
$$e^{V/\tau}=\frac{1+i}{1-i}.$$
Hence $e^{V/\tau}-i\,e^{V/\tau}=1+i$, and
$$i=\frac{e^{V/\tau}-1}{e^{V/\tau}+1}=\frac{e^{V/2\tau}-e^{-V/2\tau}}{e^{V/2\tau}+e^{-V/2\tau}}=\tanh\frac{V}{2\tau},$$
where numerator and denominator were multiplied by $e^{-V/2\tau}$. This $i$ lies between $-1$ and $1$, so both logarithms exist and the solution is real. Finally,
$$1+i=\frac{2e^{V/\tau}}{e^{V/\tau}+1}=\frac{2}{1+e^{-V/\tau}},$$
and $V_1=\tau\ln(1+i)$ gives the stated division. ∎

For $V>0$, contact 2 is reverse biased and limits the current to $J_s$. Contact 1 has to pass no more than $J_s$ in its easy direction, for which a forward voltage below $\tau\ln2$ suffices. The condition $V_d<\Phi-\zeta$ of Lemma 2 then holds whenever the zero-bias band bending exceeds $\tau\ln2$. For $V<0$ the contacts exchange roles.

## Remark 1: small and large voltage

For $|V|\ll2\tau$, the expansion $\tanh x\simeq x-x^3/3$ gives
$$\frac{J}{J_s}\simeq\frac{V}{2\tau}\left(1-\frac{V^2}{12\tau^2}\right).$$
The zero-bias resistance times area is therefore $2\tau/J_s$. Each contact contributes $\tau/J_s$, the inverse slope of the diode law at the origin.

For large positive $V$, the distance from the plateau is
$$1-i=\frac{2}{e^{V/\tau}+1}\simeq2e^{-V/\tau}.$$
Setting $i=0.99$ in $e^{V/\tau}=(1+i)/(1-i)$ gives $V=\tau\ln199$ for 99 percent of saturation.

## Remark 2: contacts that are not identical

Let the saturation current densities be $a$ for contact 1 and $b$ for contact 2, with equal areas. The two conditions become $e^{V_1/\tau}=1+J/a$ and $e^{-V_2/\tau}=1-J/b$, so
$$1+\frac Ja=e^{V/\tau}\left(1-\frac Jb\right).$$
Collecting $J$ and multiplying by $ab$,
$$J=\frac{ab\,(e^{V/\tau}-1)}{b+a\,e^{V/\tau}}.$$
The plateaus are $b$ for $V\to+\infty$ and $-a$ for $V\to-\infty$: each is set by the contact in reverse. With $a=b$ the theorem returns. The curve keeps its shape, as the substitution $e^{V/\tau}=(b/a)e^{w}$ shows:
$$J=\frac{b\,e^{w}-a}{1+e^{w}}=\frac{b-a}{2}+\frac{a+b}{2}\tanh\frac w2,\qquad w=\frac V\tau+\ln\frac ab .$$
Unequal contacts thus give a hyperbolic tangent displaced along both axes, still passing through the origin.

## Worked example

Take two silicide-like contacts on (100) n-type silicon at 300 K, where $\tau=0.02585$ eV. The other inputs are rough typical values: barrier 0.65 eV, doping $10^{16}$ cm$^{-3}$, contact spacing 3000 nm, and masses 0.19 (transverse) and 0.92 (longitudinal). Two valleys have their long axis along the current and four have it across, so
$$m_R=2(0.19)+4\sqrt{0.19\times0.92}=2.052 .$$
In engineering units the prefactor of Lemma 1 is $246.6\,T^2$ A/(cm² K²). With $\Phi/\tau=25.143$,
$$J_s=246.6\times300^2\times e^{-25.143}=2.67\times10^{-4}\ \text{A/cm}^2,$$
or $1.13\times10^{-18}$ atomic units. The zero-bias resistance times area is $2(0.02585)/(2.67\times10^{-4})=193.5$ ohm cm².

At $V=0.05$ V, $V/2\tau=0.967$ and $\tanh0.967=0.747$, so $J=2.00\times10^{-4}$ A/cm². The forward contact takes $25.85\ln1.747=14.4$ mV and the reverse contact the other 35.6 mV.

| $V$ (V) | $J/J_s$ | $V_1$ (mV) |
|---|---|---|
| 0.010 | 0.1910 | 4.52 |
| 0.050 | 0.7474 | 14.43 |
| 0.100 | 0.9591 | 17.38 |
| 0.200 | 0.9991 | 17.91 |
| 1.000 | 1.0000 | 17.92 |

These entries come from integrating both fluxes numerically over momentum space with Fermi occupation, then solving for the voltage division. They agree with the theorem to all digits shown. The forward drop approaches $\tau\ln2=17.92$ mV, and 99 percent of saturation is reached at 0.137 V.

## Remark 3: the barrier does depend on bias

For matched contacts and voltages up to 1 V, the bias dependence of the barrier changes the shape of the curve most among the effects estimated here. An electron at distance $x$ from the metal is attracted by its image charge, with energy $-1/(4\epsilon x)$, where $\epsilon$ is the relative permittivity (11.7 here). In a field $F$ that lowers the energy by $Fx$, the total $-Fx-1/(4\epsilon x)$ is highest where $F=1/(4\epsilon x^2)$. The barrier top is thereby lowered by
$$\Delta=2\sqrt{\frac{F}{4\epsilon}}=\sqrt{\frac F\epsilon}.$$

The field follows from Poisson's equation. If $u$ is the band edge measured from its bulk value and $N$ the doping, then $u''=(4\pi N/\epsilon)(1-e^{-u/\tau})$. Multiplying by $u'$ and integrating from the bulk to the contact, where the total bending is $U$, gives
$$\frac{F^2}{2}=\frac{4\pi N}{\epsilon}\left[U-\tau(1-e^{-U/\tau})\right]\simeq\frac{4\pi N}{\epsilon}(U-\tau)\quad(U\gg\tau).$$

The zero-bias bending is taken as $\Phi-\zeta=0.445$ eV. This leaves out the lowering itself, about 0.02 eV, which separates the barrier top from the unlowered band edge at the contact; including it would change the currents below by less than 1 percent. Between $V=0$ and $V=1$ V, the field at the reverse contact rises from 0.036 to 0.066 MV/cm and the lowering from about 21 to 28 meV, by 7.4 meV. Let $\Phi=0.65$ eV denote the barrier at zero bias, lowering included. The reverse current then grows by about $e^{7.4/25.85}=1.33$. Solving the circuit with bias-dependent lowering at both contacts gives $J/J_s=0.994$ at 0.1 V, instead of 0.959, and 1.33 at 1 V, instead of 1. The plateau has become a slow rise.

The forward drop at 1 V is now 22.0 mV, above the bound $\tau\ln2$. Contact 1 must pass $1.33J_s$, which needs about $\tau\ln2.33=21.9$ mV. The small remainder arises because forward bias weakens the field at contact 1 and so raises its barrier slightly.

## Remark 4: other neglected effects

*Tunnelling and reflection.* A rough semiclassical estimate for the rounded barrier multiplies the emission by 1.01 at the zero-bias field and by 1.07 at the reverse contact at 1 V, relative to a sharp threshold at the same barrier top. These factors are not reliable in absolute terms. The semiclassical rule needs a potential that changes little within a wavelength divided by $2\pi$. The barrier top lies only 2 to 3 nm from the metal, while an electron of mass 0.19 and kinetic energy $\tau$ has a wavelength of about 17.5 nm, or 2.8 nm after division by $2\pi$, so the condition is not met. Quantum reflection, which depends on the potential close to the metal, can bring the true factors well below one. The ratio of the two estimates, 1.06, suggests a further change of a few percent in the plateau current at 1 V; once reflection is included, the change depends on the potential close to the metal and can be much smaller or absent.

*Supply of electrons.* Emission at the barrier top has a velocity $v_e$, equal to $J_s$ divided by the electron density that the metal's Fermi level would give there. Drift and diffusion supply electrons across a layer of thickness $\tau/F$ with velocity $\mu F$, where $\mu$ is the mobility. The two processes act in series and reduce the current by the factor $1/(1+v_e/\mu F)$. With $v_e=5.0\times10^6$ cm/s and $\mu=1200$ cm²/Vs, it is 0.90 at zero bias and 0.94 at the 1 V reverse field. These factors are rough estimates. Drift and diffusion describe electrons that collide many times within the layer, but $\tau/F$ is only about 7 nm at zero bias, less than the mean free path of a few tens of nanometres that this mobility implies. For the same reason $\mu F$ should not be read here as an actual drift velocity.

*The middle region and the depletion layers.* At $J_s$ the ohmic drop is $4\times10^{-8}$ V. The depletion layers are 233 nm wide at zero bias and 425 nm at the reverse contact at 1 V, well within the spacing. A rough breakdown field of 0.3 MV/cm would be reached at a reverse drop near 29 V in this planar model. This is a cautious figure: silicon at this doping can sustain about 0.4 MV/cm in an ideal planar junction, though avalanche multiplication already raises the current noticeably near 0.3 MV/cm, and field crowding at contact edges lowers the voltage of real devices. Generation, for an assumed lifetime of 1 µs and intrinsic density of $10^{10}$ cm$^{-3}$, adds at most about $3\times10^{-4}J_s$ at 1 V, the value for generation at the full rate throughout the reverse depletion layer.

*Temperature and matching.* At fixed barrier, differentiating $\ln J_s=2\ln T-\Phi/k_BT+\text{const}$ gives
$$\frac{d\ln J_s}{dT}=\frac{2+\Phi/\tau}{T}=\frac{27.14}{300\ \text{K}},$$
or 9 percent per kelvin. From 300 to 350 K, $J_s$ grows 49-fold. A barrier mismatch of 10 meV makes the two plateaus differ by a factor $e^{10/25.85}=1.47$.

## Remark 5: the model beside real contacts

A barrier of 0.65 eV is in the range of common silicides on n-type silicon, and the doping is that of a rectifying contact. Contacts meant to be ohmic use far heavier doping, where tunnelling dominates and the theorem does not apply. Scattering and reflection at the barrier lower the effective prefactor below the calculated 246.6 A/(cm² K²). A value near 110, the same at both contacts and at every voltage, would roughly halve $J_s$ and leave $J/J_s$ unchanged. For the numbers used here, if the two barriers agree to within about 3 meV and $J_s$ is taken from the measured zero-bias resistance, the effects estimated above together move $J/J_s$ away from the theorem by up to about 7 percent at $V=2\tau$ and about 12 percent at $V=4\tau$. By Remark 2, a mismatch of 10 meV alone changes $J/J_s$ at $V=2\tau$ by 13 to 17 percent, depending on its sign, when $J_s$ is taken from the zero-bias resistance in this way. The calculated $J_s$ itself is much less certain. The flat plateau is the less reliable part: at 1 V, barrier lowering alone raises it by a third, and leakage at contact edges, not modelled here, can add to that. The numerical output below lists the main values.

## Calculated quantities

```
temperature: 300 K; thermal energy tau: 0.02585 eV
barrier: 0.65 eV; doping: 1.0e+16 cm^-3
contact spacing: 3000 nm; relative permittivity: 11.7
masses: transverse 0.19, longitudinal 0.92 electron masses
Richardson mass mR: 2.0524 electron masses
Richardson constant: 246.6 A/(cm2 K2)
band density of states Nc: 2.744e+19 cm^-3
zeta: 0.2047 eV; zero-bias band bending: 0.4453 eV
phi/tau: 25.143
saturation current density Js: 2.6717e-04 A/cm2 = 1.1295e-18 atomic units
momentum-space flux / Js formula: 1.000000000
V (V) | J/Js from circuit | tanh | forward drop (mV) | J (A/cm2)
0.010 | 0.191033 | 0.191033 | 4.519 | 5.1038e-05
0.025 | 0.449059 | 0.449059 | 9.589 | 1.1997e-04
0.050 | 0.747402 | 0.747402 | 14.429 | 1.9968e-04
0.100 | 0.959062 | 0.959062 | 17.385 | 2.5623e-04
0.200 | 0.999127 | 0.999127 | 17.908 | 2.6694e-04
1.000 | 1.000000 | 1.000000 | 17.919 | 2.6717e-04
limit of forward drop, tau ln2: 17.919 mV
zero-bias resistance times area: 193.5 ohm cm2
voltage for 99 percent of Js: 0.1368 V
1 - J/Js at 0.2 V, from circuit: 8.729e-04
NEGLECTED EFFECTS
peak field, V = 0: 0.0360 MV/cm; reverse contact, 1 V: 0.0657 MV/cm
image lowering, V = 0: 21.06 meV; reverse contact, 1 V: 28.45 meV
J/Js with image force: 0.9944 at 0.1 V; 1.3309 at 1 V
forward drop with image force at 1 V: 22.04 mV
tunnelling-reflection factor: 1.010 at V = 0; 1.070 at 1 V
emission velocity: 5.049e+06 cm/s; mobility: 1200 cm2/Vs
drift-diffusion supply factor: 0.895 at V = 0; 0.940 at 1 V
ohmic drop in the middle at Js: 4.17e-08 V
depletion width, V = 0: 232.9 nm; reverse contact, 1 V: 425.1 nm
rough breakdown field: 0.3 MV/cm, reached at reverse drop 28.7 V
depletion width at that drop: 1940 nm
intrinsic density: 1e+10 cm^-3; lifetime: 1e-06 s
generation current / Js at 1 V: 2.55e-04
degeneracy correction at barrier top: 3.0e-12
bulk density / Boltzmann value - 1: -1.29e-04
relative change of Js per kelvin: 9.05 percent
Js(350 K)/Js(300 K), fixed barrier: 49.41
plateau ratio for 10 meV barrier mismatch: 1.472
```
